# Peak Concentration and Active Dose of a Gaussian Arsenic Implant in Silicon: a numerical check

```python
"""
Result under test: a Gaussian implant of dose Phi and standard deviation sigma
has peak chemical concentration  n_peak = Phi / (sqrt(2 pi) sigma).

Symbols: dose = dopant atoms per area; sigma = standard deviation in depth;
mean_depth = centre of the Gaussian; ceiling = largest active concentration;
diffusivity, anneal_time = constant-D anneal; skewness = third standardized
moment of a non-Gaussian profile. Internal units: nm and s.
Also tested: width, surface loss, active dose, diffusion and skewness formulas.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, erfc, gamma
from scipy.stats import pearson3

PER_CM3 = 1e21            # 1 nm^-3 expressed in cm^-3
PER_CM2 = 1e14            # 1 nm^-2 expressed in cm^-2

# Inputs; all but dose and sigma are rough values for shallow As in Si
dose = 1e15 / PER_CM2
sigma = 5.0
mean_depth = 15.0
ceiling = 2e20 / PER_CM3
diffusivity = 1e-13 * 1e14     # cm^2/s to nm^2/s
anneal_time = 1.0
skewness = 0.5


def peak_formula(area_dose, width):
    return area_dose / (np.sqrt(2 * np.pi) * width)


def active_dose_formula(area_dose, width, limit):
    top = peak_formula(area_dose, width)
    half = width * np.sqrt(2 * np.log(top / limit))
    active = 2 * half * limit + area_dose * erfc(half / (np.sqrt(2) * width))
    return active, half


def shape(x):
    return np.exp(-(x - mean_depth)**2 / (2 * sigma**2))


# Peak from the definition of dose, with the shape integrated numerically
low, high = mean_depth - 12 * sigma, mean_depth + 12 * sigma
area = quad(shape, low, high, points=[mean_depth])[0]
peak = peak_formula(dose, sigma)
assert abs(dose / area / peak - 1) < 1e-9
second = quad(lambda x: (x - mean_depth)**2 * shape(x), low, high,
              points=[mean_depth])[0] / area
assert abs(np.sqrt(second) / sigma - 1) < 1e-9

# Full width at half maximum
half_point = brentq(lambda x: shape(x) - 0.5, mean_depth, high)
fwhm = 2 * np.sqrt(2 * np.log(2)) * sigma
assert abs(2 * (half_point - mean_depth) / fwhm - 1) < 1e-9
box_width = np.sqrt(2 * np.pi) * sigma
sigma_if_fwhm = sigma / (2 * np.sqrt(2 * np.log(2)))
peak_if_fwhm = peak_formula(dose, sigma_if_fwhm)

# Part of the Gaussian lying inside the solid
retained = 0.5 * (1 + erf(mean_depth / (np.sqrt(2) * sigma)))
inside = quad(shape, 0, high, points=[mean_depth])[0]
assert abs(inside / area / retained - 1) < 1e-9
peak_retained = peak / retained

# Active dose of the as-implanted profile under a concentration ceiling
active, clipped_half = active_dose_formula(dose, sigma, ceiling)
grid = np.linspace(low, high, 200001)
clipped = np.minimum(dose / area * shape(grid), ceiling)
assert abs(trapezoid(clipped, grid) / active - 1) < 1e-6

# Anneal: Crank-Nicolson diffusion with a reflecting surface at depth zero
sigma_annealed = np.sqrt(sigma**2 + 2 * diffusivity * anneal_time)
peak_annealed = peak_formula(dose, sigma_annealed)
active_annealed, _ = active_dose_formula(dose, sigma_annealed, ceiling)
cells, dx, steps = 800, 0.1, 400
depth = (np.arange(cells) + 0.5) * dx
profile = dose / area * shape(depth)
initial_dose = profile.sum() * dx
r = diffusivity * (anneal_time / steps) / (2 * dx**2)
bands = np.zeros((3, cells))
bands[0, 1:] = -r
bands[2, :-1] = -r
bands[1] = 1 + 2 * r
bands[1, 0] = bands[1, -1] = 1 + r
for _ in range(steps):
    flux = np.diff(profile)
    change = np.zeros(cells)
    change[:-1] += flux
    change[1:] -= flux
    profile = solve_banded((1, 1), bands, profile + r * change)
assert abs(profile.sum() * dx / initial_dose - 1) < 1e-9
# Tolerances cover the grid and the small part of the Gaussian cut by the surface
assert abs(profile.max() / peak_annealed - 1) < 1e-3
active_numeric = np.minimum(profile, ceiling).sum() * dx
assert abs(active_numeric / active_annealed - 1) < 5e-3

# Skewed (shifted gamma) profile with the same mean and standard deviation
k = 4 / skewness**2
peak_skewed = (dose * np.sqrt(k) * (k - 1)**(k - 1) * np.exp(-(k - 1))
               / (sigma * gamma(k)))
mode_skewed = mean_depth - skewness * sigma / 2


def skewed(x):
    return dose * pearson3.pdf(x, skewness, loc=mean_depth, scale=sigma)


wide = np.linspace(mean_depth - 4 * sigma, mean_depth + 20 * sigma, 200001)
values = skewed(wide)
total = trapezoid(values, wide)
mean = trapezoid(wide * values, wide) / total
spread = np.sqrt(trapezoid((wide - mean)**2 * values, wide) / total)
third = trapezoid((wide - mean)**3 * values, wide) / total / spread**3
assert abs(total / dose - 1) < 1e-6 and abs(mean - mean_depth) < 1e-5
assert abs(spread / sigma - 1) < 1e-5 and abs(third - skewness) < 1e-4
best = minimize_scalar(lambda x: -skewed(x), method="bounded",
                       bounds=(mean_depth - 2 * sigma, mean_depth + 2 * sigma),
                       options={"xatol": 1e-8})
assert abs(-best.fun / peak_skewed - 1) < 1e-8
assert abs(best.x - mode_skewed) < 1e-4

# Silicon site density: eight atoms per cubic cell, checked by counting in a ball
lattice = constants.physical_constants["lattice parameter of silicon"][0] * 1e9
silicon = 8 / lattice**3
axis = np.arange(-40, 41)      # coordinates in quarters of the cell edge
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij")
even = (X % 2 == 0) & (Y % 2 == 0) & (Z % 2 == 0) & ((X + Y + Z) % 4 == 0)
odd = (X % 2 == 1) & (Y % 2 == 1) & (Z % 2 == 1) & ((X + Y + Z) % 4 == 3)
count = np.sum((even | odd) & (X**2 + Y**2 + Z**2 <= 40**2))
assert abs(count / (4 / 3 * np.pi * 10**3) / 8 - 1) < 0.01


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("INPUTS")
show("dose", dose * PER_CM2, "cm^-2")
show("dose, converted", dose, "nm^-2")
show("standard deviation", sigma, "nm")
show("mean depth (rough)", mean_depth, "nm")
show("active ceiling (rough)", ceiling * PER_CM3, "cm^-3")
show("effective diffusivity (rough)", diffusivity * 1e-14, "cm^2/s")
show("anneal time", anneal_time, "s")
show("skewness (rough)", skewness, "")
print("PEAK")
show("shape integral / sigma, by quadrature", area / sigma, "", 6)
show("sqrt(2 pi)", np.sqrt(2 * np.pi), "", 6)
show("equivalent box width", box_width, "nm")
show("peak chemical concentration", peak * PER_CM3, "cm^-3")
show("peak, converted", peak, "nm^-3")
show("full width at half maximum", fwhm, "nm")
show("peak if 5 nm were the full width", peak_if_fwhm * PER_CM3, "cm^-3")
show("ratio of that mistaken peak to the true one", peak_if_fwhm / peak, "")
for trial in (4.0, 6.0):
    show(f"peak for sigma = {trial:g} nm",
         peak_formula(dose, trial) * PER_CM3, "cm^-3")
show("silicon site density", silicon * PER_CM3, "cm^-3")
show("peak / silicon site density", 100 * peak / silicon, "%", 3)
print("NEGLECTED EFFECTS")
show("Gaussian fraction outside the surface", 100 * (1 - retained), "%", 3)
show("peak if dose means retained dose", peak_retained * PER_CM3, "cm^-3")
show("peak of skewed profile", peak_skewed * PER_CM3, "cm^-3")
show("change of peak by skewness", 100 * (peak_skewed / peak - 1), "%", 3)
show("depth of skewed peak", mode_skewed, "nm")
show("diffusion length sqrt(2Dt)", np.sqrt(2 * diffusivity * anneal_time), "nm")
show("standard deviation after anneal", sigma_annealed, "nm")
show("peak after anneal, formula", peak_annealed * PER_CM3, "cm^-3")
show("peak after anneal, finite differences", profile.max() * PER_CM3, "cm^-3")
show("change of peak by anneal", 100 * (peak_annealed / peak - 1), "%", 3)
print("ACTIVATION (CEILING MODEL)")
show("peak / active ceiling", peak / ceiling, "")
show("clipped half-width, as implanted", clipped_half, "nm")
show("active dose, no diffusion", active * PER_CM2, "cm^-2")
show("active fraction, no diffusion", 100 * active / dose, "%", 3)
show("active dose, after diffusion", active_annealed * PER_CM2, "cm^-2")
show("active fraction, after diffusion", 100 * active_annealed / dose, "%", 3)
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS
dose: 1e+15 cm^-2
dose, converted: 10 nm^-2
standard deviation: 5 nm
mean depth (rough): 15 nm
active ceiling (rough): 2e+20 cm^-3
effective diffusivity (rough): 1e-13 cm^2/s
anneal time: 1 s
skewness (rough): 0.5
PEAK
shape integral / sigma, by quadrature: 2.50663
sqrt(2 pi): 2.50663
equivalent box width: 12.53 nm
peak chemical concentration: 7.979e+20 cm^-3
peak, converted: 0.7979 nm^-3
full width at half maximum: 11.77 nm
peak if 5 nm were the full width: 1.879e+21 cm^-3
ratio of that mistaken peak to the true one: 2.355
peak for sigma = 4 nm: 9.974e+20 cm^-3
peak for sigma = 6 nm: 6.649e+20 cm^-3
silicon site density: 4.994e+22 cm^-3
peak / silicon site density: 1.6 %
NEGLECTED EFFECTS
Gaussian fraction outside the surface: 0.135 %
peak if dose means retained dose: 7.99e+20 cm^-3
peak of skewed profile: 8.195e+20 cm^-3
change of peak by skewness: 2.71 %
depth of skewed peak: 13.75 nm
diffusion length sqrt(2Dt): 4.472 nm
standard deviation after anneal: 6.708 nm
peak after anneal, formula: 5.947e+20 cm^-3
peak after anneal, finite differences: 5.947e+20 cm^-3
change of peak by anneal: -25.5 %
ACTIVATION (CEILING MODEL)
peak / active ceiling: 3.989
clipped half-width, as implanted: 8.318 nm
active dose, no diffusion: 4.289e+14 cm^-2
active fraction, no diffusion: 42.9 %
active dose, after diffusion: 5.36e+14 cm^-2
active fraction, after diffusion: 53.6 %
ALL CHECKS PASSED
```
